# Blöchl's separable expansion of a semilocal potential and its Kleinman-Bylander first term, part 2

A semilocal pseudopotential is replaced by a separable one built from reference functions. Hartree atomic units are used. For each $l$, the radial operator is

$$H=H_{loc}+\delta V,\qquad H_{loc}=-\tfrac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}+V_{loc},$$

with $\delta V$ bounded and zero beyond $R$. Functions are real and $\langle f|g\rangle=\int fg\,dr$. From references $\phi_i$, with $\chi_i=\delta V\phi_i$ and $B_{ij}=\langle\phi_i|\delta V|\phi_j\rangle$, the recursion $\bar\phi_i=\phi_i-\sum_{j<i}L_{ij}\bar\phi_j$ gives $\langle\bar\phi_i|\delta V|\bar\phi_j\rangle=D_i\delta_{ij}$. With $\bar\chi_i=\delta V\bar\phi_i$,

$$P=\sum_{i=1}^N\frac{|\bar\phi_i\rangle\langle\bar\chi_i|}{D_i},\qquad Q=1-P,$$

$$\delta V_N=\delta VP=\sum_{ik}|\chi_i\rangle(B^{-1})_{ik}\langle\chi_k| .$$

The last form needs only $\det B\ne0$. On the references $\delta V_N\phi_j=\delta V\phi_j$, and the remainder is $Q^T\delta VQ=\delta V-\delta V_N$, so

$$\langle f|\delta V-\delta V_N|g\rangle=\langle Qf|\delta V|Qg\rangle .$$

The first term is $\delta V_1=E_{KB}|\hat\chi\rangle\langle\hat\chi|$, with $\hat\chi=\chi_1/\langle\chi_1|\chi_1\rangle^{1/2}$ and

$$E_{KB}=\frac{\langle\phi_1|\delta V^2|\phi_1\rangle}{\langle\phi_1|\delta V|\phi_1\rangle}.$$

It is the Kleinman-Bylander (KB) term when $\phi_1$ solves $H$ at the reference energy. On two points, with $\delta V=\mathrm{diag}(a,b)$ and $\phi_1=(1,1)$, its denominator is $a+b$.

Let $H_N=H_{loc}+\delta V_N$, let $u$ and $v$ be the regular solutions of $H$ and $H_N$ at energy $E$, both scaled as $r^{l+1}$ at the origin, and let $\mathcal L=u'/u$, $\mathcal L_N=v'/v$ at $R$. Then

$$W\equiv(uv'-vu')_R=-2\langle Qu|\delta V|Qv\rangle .$$

A dot means $\partial/\partial E$. At $E=E_i+h$, near a reference energy $E_i$, $W=O(h^2)$ if the linear system fixing $v$ is nonsingular there; with both $\phi_1$ and $\dot\phi_1$ as references, $W=O(h^4)$ at $E_1+h$.

The model has $l=0$, $V_{SL}=-\mathrm{erf}(r)/r$, $V_{loc}=V_{SL}-\delta V$ and $R=5$ bohr. Levels come from 160 sine functions in a 40 bohr box: $\varepsilon_{1s}=-0.331141$ Ha, $\varepsilon_{2s}=-0.101447$ Ha. The references solve $H$ at $\varepsilon_{1s}$, $0.5$, $1.5$ and $3.0$ Ha, with $\phi'(0)=1$. Case (a) is $\delta V=2e^{-r^2}$ Ha, with $B_{11}=0.498235$ Ha bohr$^3$ and $E_{KB}=0.9049$ Ha.

Averaging $W$ over $\pm h$ removes the odd powers. For the KB term at $\varepsilon_{1s}$ the averages at $h=0.02$ and $0.04$ Ha are $-8.8255\times10^{-5}$ and $-3.5334\times10^{-4}$, a ratio of $4.004$ and an exponent $\log_2$ of it equal to $2.001$. For the pair $\phi,\dot\phi$ at $h=0.08$ and $0.16$ Ha they are $-4.3952\times10^{-7}$ and $-7.0884\times10^{-6}$, a ratio of $16.13$ and an exponent $4.011$.

A quadratic error means that the slope $d\mathcal L/dE$ is also reproduced, wherever $\phi_i(R)\ne0$. Its value follows from multiplying $(H_N-E)\dot v=v$ by $v$ and $(H_N-E)v=0$ by $\dot v$ and subtracting. The nonlocal terms cancel because $\delta V_N$ is symmetric and lives inside $R$, leaving $-\tfrac12(v\dot v'-\dot vv')_R=\int_0^Rv^2dr$. Since $d\mathcal L_N/dE=(v\dot v'-\dot vv')/v^2$,

$$\frac{d\mathcal L_N}{dE}=-\frac{2}{v(R)^2}\int_0^Rv^2\,dr .$$

The same steps hold for $H$ and $u$. At $E_i$ both solutions are $\phi_i$, so the separable form inherits the norm inside $R$ and the slope that norm conservation fixes. At $\varepsilon_{1s}$, where $\mathcal L=-0.560745$ bohr$^{-1}$, a finite difference of the KB solution and the norm formula both give $-65.192$ bohr$^{-1}$Ha$^{-1}$.

For $E=k^2/2>0$ and $r\ge R$ the model potential is $-1/r$ to numerical accuracy. Write $u=A(F\cos\delta+G\sin\delta)$ and $v=A'(F\cos\delta_N+G\sin\delta_N)$ with Coulomb functions obeying $GF'-FG'=k$. The $FF$ and $GG$ terms drop out of the Wronskian, and

$$W=AA'k(\sin\delta\cos\delta_N-\cos\delta\sin\delta_N)=AA'k\sin(\delta-\delta_N).$$

The condition $\delta V\ge0$ does not fix the sign of $W$. The difference obeys $(H_N-E)(v-u)=Q^T\delta VQu$, so $Qv-Qu$ is of the same order as $Qu$, and $W$ cannot be replaced by $-2\langle Qu|\delta V|Qu\rangle\le0$ even when $v$ is close to $u$; for the KB term, $W$ is positive near $\varepsilon_{1s}$ with $\delta V=12e^{-r^2}$ Ha, case (b) below, but negative with $15e^{-r^2}$ Ha, so the strength of $\delta V$ does not settle the sign in a simple way either. In case (a) $W<0$ at 1 Ha, and with $AA'>0$ this means $\delta_N>\delta$: there the separable potential repels less. At 1 Ha the semilocal phase is $-0.5998$ rad modulo $\pi$, and $\delta_N-\delta=0.308$, $3.01\times10^{-3}$, $1.67\times10^{-5}$, $8.7\times10^{-7}$ rad for $N=1$ to $4$, tested to be positive and decreasing. The KB term, fitted $1.33$ Ha lower, errs by $0.308$ rad, about a hundred times the error with two terms. The ratio $(\delta_N-\delta)/|W|$ is $2.14$ for $N=2$ and $2.09$ for $N=3$, nearly constant, as $1/(AA'k)$ should be once $A'\to A$.

## One sign: bounds and convergence

Let $\delta V\ge0$ with $\det B\neq0$. Then each $D_i>0$, each added term is positive semidefinite, and so is $Q^T\delta VQ$:

$$0\le\delta V_1\le\delta V_2\le\dots\le\delta V_N\le\delta V .$$

The $k$-th bound level is $\lambda_k=\min_{S}\max_{f\in S}\langle f|H|f\rangle/\langle f|f\rangle$ over $k$-dimensional subspaces $S$. Raising the quotient for each $f$ cannot lower this, so $\lambda_k(H_{loc})\le\lambda_k(H_1)\le\dots\le\lambda_k(H)$. For $\delta V\le0$ the inequalities reverse. The chain is tested for the ten lowest levels of the box. In case (a) the $2s$ level runs from $-0.141167$ Ha for $H_{loc}$ through $-0.1018903$, $-0.1014535$, $-0.1014470$ and $-0.1014467$ Ha, with errors of $-12.07$, $-0.189$, $-0.011$ and $-0.0014$ meV against the semilocal $-2.7605$ eV. The $1s$ level stays at $-0.3311407$ Ha for each $N$, as exactness on $\phi_1$ demands.

With $\|f\|_V^2=\langle f|\delta V|f\rangle$, the missed part is orthogonal to the span in this metric, because $\langle\bar\chi_j|Q=\langle\bar\chi_j|-D_j\langle\bar\chi_j|/D_j=0$. Pythagoras' theorem then makes $\|Qf\|_V$ the least distance from $f$ to the span, and the Cauchy-Schwarz inequality gives $|\langle f|\delta V-\delta V_N|g\rangle|\le\|Qf\|_V\|Qg\|_V$. Matrix elements converge if the references are complete in $L^2(\delta V\,dr)$; completeness of a given sequence of energies is an assumption here. For $f\neq g$ the error has no fixed sign. From $\sin r\sin2r=\tfrac12(\cos r-\cos3r)$ and $\int_0^\infty e^{-r^2}\cos qr\,dr=\tfrac{\sqrt\pi}2e^{-q^2/4}$,

$$\langle\sin r|2e^{-r^2}|\sin2r\rangle=\tfrac{\sqrt\pi}{2}\left(e^{-1/4}-e^{-9/4}\right)=0.596787\ \text{Ha bohr}.$$

The separable values are $0.602579$, $0.598051$, $0.596808$ and $0.596785$: three lie above the closed form and the fourth below, and in each the difference is tested to equal $\langle Qf|\delta V|Qg\rangle$.

Convergence in operator norm does not occur. Choose $N+1$ functions with disjoint supports where $\delta V>\sup\delta V-\eta$. The $N$ homogeneous conditions $\langle\chi_i|f\rangle=0$ on $N+1$ coefficients have a nonzero solution $f$, normalized to one. Then $\delta V_Nf=0$ and $\langle f|\delta V-\delta V_N|f\rangle\ge\sup\delta V-\eta$ for any $\eta>0$. Together with $0\le\delta V-\delta V_N\le\delta V$ this gives $\|\delta V-\delta V_N\|=\sup\delta V$ for each finite $N$. On the quadrature grid the norm of $\delta V-\delta V_4$ is $2.000000$ Ha, the full height of the potential. The expansion is accurate for functions that resemble the references inside $R$, and blind to functions such as this $f$.

## Ghost states

Let $\phi_1$ be the ground state of $H$ with energy $\varepsilon$, so that $\varepsilon$ is a level of $H_1=H_{loc}+E_{KB}|\hat\chi\rangle\langle\hat\chi|$. A ghost is a level of $H_1$ below it. Write $\mu_k=\lambda_k(H_{loc})$. For $E_{KB}>0$ the ordering gives $\mu_k\le\lambda_k(H_1)$. The span of the lowest $k+1$ eigenfunctions of $H_{loc}$ contains a $k$-dimensional subspace orthogonal to $\hat\chi$, on which $H_1$ and $H_{loc}$ have the same quotient, at most $\mu_{k+1}$; hence $\lambda_k(H_1)\le\mu_{k+1}$. If $\varepsilon>\mu_2$, then $\lambda_1(H_1)\le\mu_2<\varepsilon$ and a ghost exists. If $\varepsilon<\mu_2$, then $\lambda_2(H_1)\ge\mu_2>\varepsilon$, so $\varepsilon$ is the lowest level. For $E_{KB}<0$ the two operators exchange roles, $\lambda_k(H_1)\le\mu_k\le\lambda_{k+1}(H_1)$, and the same two arguments give a ghost for $\varepsilon>\mu_1$ and none for $\varepsilon<\mu_1$. The criterion is tested in all three cases.

In case (a), $\mu_2=-0.141$ Ha lies above $\varepsilon=-0.331$ Ha and there is no ghost. Case (b) is $\delta V=12e^{-r^2}$ Ha. The references and the $L_{ij}$ are unchanged by the factor 6, so $E_{KB}=6\times0.9049=5.429$ Ha. The local well is now deep, $\mu_1=-6.634$ and $\mu_2=-1.086$ Ha, and $\mu_2<\varepsilon$. The KB operator has a level at $-2.308$ Ha, between $\mu_1$ and $\mu_2$ as required and $53.8$ eV below the true ground state, which becomes its second level. For two projectors the subspace argument gives $\lambda_1(H_2)\le\mu_3=-0.133$ Ha, which neither forces a ghost nor excludes one. The computation shows that no level is left below $\varepsilon$: the two lowest levels of $H_2$ are $-0.3311407$ and $-0.1015558$ Ha. A ghost cannot return for larger $N$, because $\lambda_1$ does not fall with $N$ and cannot exceed $\varepsilon$. This concerns levels below $\varepsilon$ only and does not exclude spurious resonances at positive energy, for which the scattering phases have to be inspected.

## Both signs: breakdown of the first term

Case (c) is $\delta V=2(1-br^2)e^{-r^2}$ Ha. $B_{11}$ is linear in $b$, $B_{11}=0.498235\,(1-b/b^*)$, and vanishes at $b^*=0.944187$ bohr$^{-2}$, the radial counterpart of $a+b=0$ on two points. The numerator of $E_{KB}$ stays positive, so $E_{KB}$ passes through a pole: $+18.43$ Ha at $0.98\,b^*$ and $-18.37$ Ha at $1.02\,b^*$, where $D_1=-0.02\times0.498235=-9.965\times10^{-3}$.

At $b^*$ the KB term does not exist, but $\det B=-B_{12}^2\ne0$ for two references, with $B_{12}=0.102881$ and $B_{22}=0.103724$. Starting the recursion from $\phi_2$ gives the denominators $B_{22}=0.103724$ and $0-B_{12}^2/B_{22}=-0.102045$. This operator is tested to coincide with the $B^{-1}$ form, and the $B^{-1}$ form to reproduce the semilocal solution at both energies. Reordering needs some $B_{ii}\ne0$, which for more than two references is not always enough; the closed form needs only $\det B\ne0$. The first term of the reordered series is not the KB operator of the $1s$ state.

At $1.02\,b^*$, $E_{KB}<0$ and $\mu_1=-0.378$ Ha lies below $\varepsilon$, so a ghost is predicted. Using $\hat\chi$ as trial function, $\lambda_1(H_1)\le\langle\hat\chi|H_{loc}|\hat\chi\rangle+E_{KB}$, whose first term stays finite, so the ghost sinks without limit as $b\to b^*$ from above; here it lies at $-15.84$ Ha. The second term has $D_2=1.063>0$, and with it the computed lowest level is again $-0.3311407$ Ha. The denominators have signs $-,+,-,-$, so the operators no longer rise with every term: the second term raises $H_N$, the third and fourth lower it. The $2s$ level is $-0.1014234$, $-0.1014450$ and $-0.1014464$ Ha for $N=2,3,4$, above the semilocal $-0.1014466$ Ha, where cases (a) and (b) lay below it. The approach seen here is a numerical finding for this model. Exactness on the span, the remainder formula and the Wronskian identity were derived without a sign assumption and survive, while the bounds and the convergence estimate relied on $\|f\|_V$ being a length.

## Numbers as computed

```
rational test, form diag(3,-2,1,5), vectors (1,2,3,4)^j: D = [7, 104/7, -151/26, 1080/151]
V_SL=-erf(r)/r Ha, R=5.0 bohr, box=40 bohr, 160 sines
semilocal 1s, 2s (Ha): -0.33114072 -0.10144660  (eV): -9.0108 -2.7605
reference energies (Ha): -0.331141 0.500000 1.500000 3.000000
case a: dV=2exp(-r^2) Ha; phi'(0)=1, B and D in Ha bohr^3
a B11 B12 B22: 0.498235 0.350398 0.276510  B12/B11: 0.703279
a D_1..D_4: 4.98235e-01 3.00825e-02 3.19511e-03 1.01633e-03
a normalized 1s: <dV>=0.235553 Ha, <dV^2>=0.213154 Ha^2
a E_KB=0.904907 Ha = 24.6238 eV
a l=0 N=1 E=1 Ha: W direct -1.032543e-01, -2<Qu|dV|Qv> -1.032543e-01 (a.u.)
a l=0 N=2 E=1 Ha: W direct -1.401543e-03, -2<Qu|dV|Qv> -1.401543e-03 (a.u.)
a l=0 N=3 E=1 Ha: W direct -8.002134e-06, -2<Qu|dV|Qv> -8.002134e-06 (a.u.)
a l=0 refs (Ha) -0.331 0.500 1.500 3.000: worst mismatch angle 3e-13 rad
a l=1 N=1 E=1 Ha: W direct -6.114568e-02, -2<Qu|dV|Qv> -6.114568e-02 (a.u.)
a l=1 N=2 E=1 Ha: W direct -6.071334e-04, -2<Qu|dV|Qv> -6.071334e-04 (a.u.)
a l=1 N=3 E=1 Ha: W direct -2.781905e-06, -2<Qu|dV|Qv> -2.781906e-06 (a.u.)
a l=1 refs (Ha) -0.100 0.500 1.500: worst mismatch angle 2e-12 rad
a KB: mean W at e1+-0.02, +-0.04 Ha: -8.8255e-05 -3.5334e-04 exponent 2.001
a phi,dphi/dE: mean W at +-0.08, +-0.16 Ha: -4.3952e-07 -7.0884e-06 exponent 4.011
a L(e1)=-0.560745 1/bohr; dL/dE KB diff -65.1920, norm -65.1920 1/(bohr Ha)
a E=1 Ha phase shift mod pi, semilocal: -0.599768 rad
a phase error N=1..4 (rad): 3.0832e-01 3.0058e-03 1.6699e-05 8.7102e-07
a <sin r|dV|sin 2r> closed form 0.59678659 Ha bohr
a same from dV_N, N=1..4 (Ha bohr): 0.60257944 0.59805115 0.59680788 0.59678450
a operator norm of dV - dV_4 on the grid: 2.000000 Ha
case c: dV=2(1-b r^2)exp(-r^2) Ha; b*=0.944187 1/bohr^2
c at b*: B12 B22: 0.102881 0.103724  reordered D: 0.103724 -0.102045
c E_KB at 0.98b*, 1.02b* (Ha): 18.4343 -18.3739
case b: dV=12exp(-r^2) Ha; case c below at b=1.02 b*
a E_KB=0.9049 Ha, KB ghost: False, D: 4.982e-01 3.008e-02 3.195e-03 1.016e-03
a H_loc levels 1..3 (Ha): -0.797376 -0.141167 -0.059888
a level 1, N=1..4 (Ha): -0.3311407 -0.3311407 -0.3311407 -0.3311407
a level 2, N=1..4 (Ha): -0.1018903 -0.1014535 -0.1014470 -0.1014467
a 2s error N=1..4 (meV): -1.207e+01 -1.890e-01 -1.111e-02 -1.375e-03
b E_KB=5.4294 Ha, KB ghost: True, D: 2.989e+00 1.805e-01 1.917e-02 6.098e-03
b H_loc levels 1..3 (Ha): -6.633568 -1.085736 -0.133105
b level 1, N=1..4 (Ha): -2.3081355 -0.3311407 -0.3311407 -0.3311407
b level 2, N=1..4 (Ha): -0.3311407 -0.1015558 -0.1014497 -0.1014469
b KB level 1 minus e1: -53.7968 eV
c E_KB=-18.3739 Ha, KB ghost: True, D: -9.965e-03 1.063e+00 -8.274e-03 -1.816e-03
c H_loc levels 1..3 (Ha): -0.377717 -0.116003 -0.053132
c level 1, N=1..4 (Ha): -15.8414995 -0.3311407 -0.3311407 -0.3311407
c level 2, N=1..4 (Ha): -0.3311407 -0.1014234 -0.1014450 -0.1014464
```
